# The screened plasma energy of a conducting film

## Problem

A conducting film contains $10^{21}$ free electrons per cubic centimetre. Their effective mass is $0.35$ electron masses, and the rest of the material has relative permittivity $4$. Show that the screened plasma energy is about $0.99$ eV.

The word "screened" refers here to the polarizable background in which the free electrons move. It weakens the electric field that pulls displaced electrons back, and so lowers the frequency of their collective oscillation.

Hartree atomic units are used in the derivation: $\hbar=1$, the electron mass is $1$, and the electron charge is $-1$. A frequency $\omega$ and the energy $\hbar\omega$ then have the same numerical value. Optical energies are given in eV.

## Hints

1. Shift all free electrons by the same small distance along the normal of the film. What free polarization does this create?
2. The film is neutral and much wider than it is thick, and no outside field is applied. What does this say about the displacement field $D$ inside it?
3. Insert the resulting electric field into Newton's law for one electron. Check that the force points back towards the rest position.
4. Convert the density to electrons per cubic bohr before inserting numbers.
5. Ask how fast the background must respond for its permittivity to be treated as a constant.

## Full solution

### The restoring field

Let $n$ be the density of free electrons, $m$ their effective mass and $\varepsilon_b$ the background permittivity. A uniform, fixed positive charge makes the film neutral. The mass is taken to be isotropic and independent of the electron's energy.

Displace the free electrons by $x$ along the film normal. Each carries charge $-1$, so the dipole moment per volume is

$$
P_f=-nx .
$$

The background is polarized too. If it responds without delay, its polarization in a field $E$ is

$$
P_b=\frac{\varepsilon_b-1}{4\pi}\,E .
$$

In these units the displacement field is the electric field plus $4\pi$ times the total polarization:

$$
D=E+4\pi(P_b+P_f)=\varepsilon_bE+4\pi P_f .
$$

The film is taken to be much wider than it is thick, so its displaced charges form uniform layers parallel to the surfaces. Outside the film the fields of these layers cancel, because the film is neutral as a whole, and no other field is applied. The normal component of $D$ is continuous across a surface that carries no charge beyond that already described by the polarization. Hence $D=0$ inside as well, and

$$
E=-\frac{4\pi P_f}{\varepsilon_b}=+\frac{4\pi n x}{\varepsilon_b}.
$$

The sign agrees with the picture. Electrons moved to the right leave positive charge on the left, so the field points to the right. The force on a negative electron then points to the left, towards its rest position.

### The oscillation frequency

The force on one electron is $-E$. Newton's law gives

$$
m\ddot x=-E=-\frac{4\pi n}{\varepsilon_b}\,x .
$$

After division by $m$ this is the equation of a harmonic oscillator, $\ddot x=-\omega_s^2x$, with

$$
\boxed{\;\omega_s^2=\frac{4\pi n}{m\,\varepsilon_b}\;}
$$

A higher density strengthens the restoring field, while a larger mass slows the response. The background divides the field by $\varepsilon_b$, and therefore the frequency by $\sqrt{\varepsilon_b}$.

The electrons need not all move by the same distance. Picture them as charged sheets parallel to the film surfaces. By Gauss's law, the field at a sheet is fixed by the charge on either side of it. As long as no sheets cross and none leaves the region of positive charge, the number of other sheets on each side stays the same. When a sheet moves by $x_i$, what changes is the amount of positive charge on its left, which grows by $nx_i$ per area, and the amount on its right, which falls by the same amount. A charge $\sigma$ per area produces a field $2\pi\sigma/\varepsilon_b$ on each side of itself. The two changes add to

$$
E_i=\frac{2\pi nx_i}{\varepsilon_b}+\frac{2\pi nx_i}{\varepsilon_b}
=\frac{4\pi nx_i}{\varepsilon_b}.
$$

Under these two conditions each sheet oscillates at $\omega_s$, whatever its own amplitude. The numerical output includes the energy found by following such sheets in time, with unequal starting displacements and with the fields of all charges summed. It is $0.9924$ eV, the same as from the formula.

### The same frequency from the optical response

Optical measurements are described by a dielectric function $\varepsilon(\omega)$. To find it, let the field vary as $E_0e^{-i\omega t}$ and write $x=x_0e^{-i\omega t}$. Two time derivatives give a factor $-\omega^2$, so $m\ddot x=-E$ becomes

$$
-m\omega^2x_0=-E_0,\qquad x_0=\frac{E_0}{m\omega^2}.
$$

The free polarization has amplitude $-nx_0=-nE_0/(m\omega^2)$. Inserted into $D=\varepsilon_bE+4\pi P_f$, it yields

$$
\varepsilon(\omega)=\frac{D}{E}
=\varepsilon_b-\frac{4\pi n}{m\omega^2}
=\varepsilon_b\left(1-\frac{\omega_s^2}{\omega^2}\right).
$$

The free oscillation found above has $D=0$ with $E\neq0$. This requires $\varepsilon(\omega)=0$, which happens at $\omega=\omega_s$. The screened plasma energy is therefore the energy at which the undamped dielectric function changes sign.

### The numbers

One bohr is $5.291772\times10^{-9}$ cm. The number of electrons in a cubic bohr is the density per cubic centimetre times the volume of a cubic bohr in cubic centimetres:

$$
n=10^{21}\times(5.291772\times10^{-9})^3
=1.48185\times10^{-4}\ \text{bohr}^{-3}.
$$

The square of the frequency without background screening is

$$
\frac{4\pi n}{m}
=\frac{4\pi\times1.48185\times10^{-4}}{0.35}
=5.3204\times10^{-3}\ \text{hartree}^2 .
$$

Division by $\varepsilon_b=4$ gives

$$
\omega_s^2=\frac{5.3204\times10^{-3}}{4}
=1.3301\times10^{-3}\ \text{hartree}^2,
$$

and the square root is

$$
\omega_s=0.036471\ \text{hartree}.
$$

With $1$ hartree $=27.21139$ eV,

$$
\hbar\omega_s=0.036471\times27.21139\ \text{eV}
=0.9924\ \text{eV}\approx0.99\ \text{eV}.
$$

This is the value to be shown. Light of this energy has a vacuum wavelength of about $1249$ nm, in the near infrared. The four digits of the energy serve to compare calculations within the model. They are not a claim that a real film is described so closely.

Without the background the energy would be $1.985$ eV, larger by the factor $\sqrt4=2$.

### What a measured plasma energy determines

Solving the boxed formula for the density gives

$$
\frac{n}{m}=\frac{\varepsilon_b\,\omega_s^2}{4\pi}.
$$

A measured $\omega_s$ fixes the ratio $n/m$ once $\varepsilon_b$ is known. To obtain $n$ itself, the effective mass must come from elsewhere. For small relative changes,

$$
\frac{\delta(n/m)}{n/m}
=\frac{\delta\varepsilon_b}{\varepsilon_b}
+2\,\frac{\delta\omega_s}{\omega_s},
$$

because the frequency enters squared. An energy that is too high by $1\%$ makes the inferred $n/m$ too high by about $2\%$.

### When the background may be treated as constant

The derivation assumed that the background follows the field at once. To see what this requires, let the background consist of bound oscillators with resonance frequency $\omega_0$:

$$
\ddot P_b+\omega_0^2P_b
=\frac{(\varepsilon_b-1)\,\omega_0^2}{4\pi}\,E .
$$

The factor on the right is chosen so that a static field gives back $P_b=(\varepsilon_b-1)E/(4\pi)$. For a field of frequency $\omega$, the left side becomes $(\omega_0^2-\omega^2)P_b$. The permittivity of the background alone is then

$$
\varepsilon_{\rm bg}(\omega)=1+\frac{4\pi P_b}{E}
=1+\frac{(\varepsilon_b-1)\,\omega_0^2}{\omega_0^2-\omega^2}.
$$

For $\omega\ll\omega_0$, the fraction $\omega_0^2/(\omega_0^2-\omega^2)$ is approximately $1+\omega^2/\omega_0^2$, so

$$
\varepsilon_{\rm bg}(\omega)\approx
\varepsilon_b+(\varepsilon_b-1)\frac{\omega^2}{\omega_0^2}.
$$

The plasma oscillation occurs where $\varepsilon_{\rm bg}(\omega)-4\pi n/(m\omega^2)=0$. Since $4\pi n/m=\varepsilon_b\omega_s^2$, this condition reads

$$
\omega^2\,\varepsilon_{\rm bg}(\omega)=\varepsilon_b\,\omega_s^2,
\qquad
\omega^2\approx\frac{\omega_s^2}
{1+\dfrac{\varepsilon_b-1}{\varepsilon_b}\dfrac{\omega^2}{\omega_0^2}} .
$$

In the small correction, $\omega$ may be replaced by $\omega_s$. Taking the square root to first order then gives

$$
\frac{\omega-\omega_s}{\omega_s}\approx
-\frac{\varepsilon_b-1}{2\varepsilon_b}\,
\frac{\omega_s^2}{\omega_0^2}.
$$

For a chosen resonance at $10$ eV the estimate is

$$
-\frac{3}{8}\left(\frac{0.9924}{10}\right)^2=-0.369\% .
$$

Solving the coupled equations for $P_f$ and $P_b$ numerically, without the expansion, gives $-0.368\%$ and an energy of $0.9888$ eV. Both shifts are relative to $\hbar\omega_s$. The energy falls because the background screens slightly better as its resonance is approached from below. For this choice the answer still rounds to $0.99$ eV. The shift grows as $1/\omega_0^2$, however. For a resonance below about $7$ eV the energy drops under $0.985$ eV, and for one at $5$ eV it is $0.978$ eV.

The opposite limit shows how the formula fails. If $\omega_0\ll\omega$, the background is too slow to follow, and $\varepsilon_{\rm bg}\approx1-(\varepsilon_b-1)\omega_0^2/\omega^2$. The zero of the total dielectric function that lies far above $\omega_0$ is then at

$$
\omega^2\approx\frac{4\pi n}{m}+(\varepsilon_b-1)\,\omega_0^2 ,
$$

which tends to the unscreened value as $\omega_0\to0$. The permittivity $4$ in this problem must therefore describe polarization that can follow a field at about $1$ eV. A static permittivity that contains slow motions of the ions would not be the right input.

Two further conditions were used. The wavelength of the oscillation along its direction of motion must be long enough for the pressure of the electron gas to be negligible; otherwise the frequency depends on the wave vector. The length to compare with is $v_F/\omega_s$, where $v_F=k_F/m$ is the Fermi velocity and $k_F=(3\pi^2n)^{1/3}$. Here this length is about $0.7$ nm, so the film must be much thicker than that. The effective mass must also be a constant. This is a real restriction at the present density, since the Fermi energy $k_F^2/(2m)$ lies about $1.0$ eV above the band edge. If the mass changes with the electrons' energy, an average mass that depends on the density has to take its place. For a degenerate isotropic band it is $k_F/v_F$, with $v_F$ the slope of the band at the Fermi surface. The value $0.35$ must be read as this optical mass at the given density, which can differ considerably from the mass at the band edge.

## Variation 1: Collisions

**Question.** Collisions damp the electron motion at a rate $\gamma$, with $\hbar\gamma=0.10$ eV. At what energy does the real part of the dielectric function vanish?

**Solution.** The equation of motion is now $m(\ddot x+\gamma\dot x)=-E$. With the time factor $e^{-i\omega t}$, a first derivative gives $-i\omega$, so

$$
-m(\omega^2+i\gamma\omega)x_0=-E_0,
\qquad
\varepsilon(\omega)=\varepsilon_b
\left(1-\frac{\omega_s^2}{\omega^2+i\gamma\omega}\right).
$$

To separate the real part, multiply the numerator and denominator of the fraction by $\omega^2-i\gamma\omega$:

$$
\frac{1}{\omega^2+i\gamma\omega}
=\frac{\omega^2-i\gamma\omega}{\omega^4+\gamma^2\omega^2}
=\frac{1}{\omega^2+\gamma^2}
-\frac{i\gamma}{\omega(\omega^2+\gamma^2)} .
$$

Therefore

$$
\operatorname{Re}\varepsilon=\varepsilon_b
\left(1-\frac{\omega_s^2}{\omega^2+\gamma^2}\right),
\qquad
\operatorname{Re}\varepsilon=0
\ \text{ at }\
\omega^2=\omega_s^2-\gamma^2 .
$$

With the plasma energy carried to more digits, $0.992415$ eV, the numerical value is

$$
\sqrt{0.992415^2-0.10^2}\ \text{eV}=0.9874\ \text{eV}.
$$

Driving a damped electron in time and searching for the zero in its steady response gives the same energy. The damping is about a tenth of the plasma energy, yet the zero moves by only about half a percent, since $\gamma$ enters squared.

At this energy the dielectric function itself is not zero. Its imaginary part there is $\varepsilon_b\gamma/\omega$, because $\omega^2+\gamma^2=\omega_s^2$ at the crossing. For $\gamma\ge\omega_s$ there is no zero of the real part at any positive frequency, and this way of reading off a plasma energy fails.

## Variation 2: The reflectance minimum

**Question.** Light falls at normal incidence from vacuum on a very thick, undamped sample of the same material. At what energy does the reflectance vanish, and may this energy be taken as the screened plasma energy?

**Solution.** Let the incident electric field have amplitude $1$, the reflected field $r$ and the transmitted field $t$. The refractive index is $N=\sqrt{\varepsilon}$. Continuity of the tangential electric and magnetic fields requires

$$
1+r=t,\qquad 1-r=Nt .
$$

The minus sign arises because the reflected wave travels backwards, which reverses its magnetic field relative to its electric field. Inserting the first equation into the second gives $1-r=N+Nr$, and hence

$$
r=\frac{1-N}{1+N},\qquad R=|r|^2 .
$$

Below $\omega_s$ the dielectric function is negative and $N=i\kappa$ with $\kappa>0$. The numbers $1-i\kappa$ and $1+i\kappa$ have equal magnitude, so $R=1$. Above $\omega_s$ the index is real and rises from zero. The reflectance vanishes when $N=1$, that is, when $\varepsilon=1$:

$$
\varepsilon_b-\frac{4\pi n}{m\omega^2}=1,
\qquad
\omega^2=\frac{4\pi n}{m(\varepsilon_b-1)}
=\frac{\varepsilon_b}{\varepsilon_b-1}\,\omega_s^2 .
$$

For $\varepsilon_b=4$ this gives

$$
\hbar\omega=0.9924\times\sqrt{\tfrac43}\ \text{eV}
=1.146\ \text{eV}.
$$

The minimum lies above the screened plasma energy and may not be taken for it. It marks the energy at which the sample has the same permittivity as vacuum, whereas the plasma energy marks the upper end of total reflection. Since $n/m$ is proportional to the square of the energy, confusing the two would make the inferred $n/m$ too large by the factor $4/3$.

At still higher energies $N$ approaches $\sqrt{\varepsilon_b}=2$, and in this model the reflectance rises towards $\left(\tfrac{1-2}{1+2}\right)^2=\tfrac19$.

These statements hold for a sample thick enough that no light returns from its back surface. In a thin film, light can leak through below $\omega_s$, and reflections from the two surfaces interfere above it. The whole layer stack must then be modelled before $n/m$ is extracted. Damping also changes the picture: it gives $\varepsilon$ an imaginary part, so $N=1$ cannot be reached and the reflectance minimum is no longer zero.

## Computed results

```
Electron density, input: 1.0e+21 cm^-3
Effective mass, input: 0.35 electron masses
Background permittivity, input: 4.0 (no unit)
Bohr radius: 5.291772e-09 cm
Hartree energy: 27.21139 eV
Electron density: 1.48185e-04 bohr^-3
4 pi n / m: 5.32041e-03 hartree^2
4 pi n / (m eps_b): 1.33010e-03 hartree^2
Screened plasma energy: 0.036471 hartree
Screened plasma energy: 0.9924 eV
Same from SI formula: 0.9924 eV
Same from moving sheets: 0.9924 eV
Vacuum wavelength at this energy: 1249 nm
Energy without background screening: 1.9848 eV
Background resonance, chosen: 10.0 eV
Plasma energy with it: 0.9888 eV
Relative shift, diagonalization: -0.368 %
Relative shift, leading estimate: -0.369 %
Damping energy, chosen: 0.10 eV
Zero of Re eps with damping, driven electron: 0.9874 eV
Zero of Re eps with damping, formula: 0.9874 eV
Reflectance at 0.9 of the screened plasma energy: 1.0000 (no unit)
Energy of reflectance minimum: 1.1459 eV
Reflectance at the minimum: 0.0000 (no unit)
```
